Why methylene is a triplet and silylene a singlet

**1. The linear molecule**

Place CH2 or SiH2 on a straight line along y. Two valence electrons remain after the core and the two bonds are filled, and two p orbitals of the central atom are left for them, x and z. Rotation about the molecular axis turns one into the other, so they have the same one-electron energy h and the same self-repulsion J. Let J_xz be the Coulomb repulsion between a charge in x and a charge in z, and K the exchange integral, which is the self-repulsion of the overlap density xz and is therefore positive.

The rotated orbital u = (x + z)/√2 must also have self-repulsion J. Its density is u² = (x² + z² + 2xz)/2. Terms that pair x² or z² with xz vanish by reflection, which leaves

J = ¼(J + J + 2J_xz + 4K) = ½J + ½J_xz + K,

and hence

J − J_xz = 2K.

Putting both electrons in one orbital thus costs 2K more Coulomb repulsion than putting them in different ones. The triplet, with one electron in each orbital, gains a further K from exchange:

E_T = 2h + J_xz − K = 2h + J − 3K.

The configurations x² and z² both have energy 2h + J and are coupled by K, so the lower of their two mixtures lies at 2h + J − K. Therefore

E_T − E_S = −2K.

In this model the linear molecule is a triplet whatever the central atom. The computed gaps are −0.0545 hartree for CH2 and −0.0391 hartree for SiH2. Silicon's weaker exchange reduces the triplet preference but cannot reverse it. The reversal needs bending.

**2. The bent molecule: four quantities**

Bend the molecule in the yz plane. The orbital z becomes the lone-pair orbital σ, which may now contain s character. The orbital x, called p from here on, stays perpendicular to the plane and cannot mix with s.

The assumptions are these. The treatment is non-relativistic. Two electrons occupy the real orbitals σ and p, and all others sit in frozen closed shells, whose field is included in h_σ and h_p. All orbitals are taken from the restricted open-shell triplet. Energies are in hartree, measured from the energy of the closed shells. The sign convention is

G = E_T − E_S,

so a positive G means a singlet ground state.

The triplet has the spatial function (σp − pσ)/√2, and the two closed-shell configurations are σσ and pp. Taking expectation values gives

E_T = h_σ + h_p + J_σp − K
E_σσ = 2h_σ + J_σσ
E_pp = 2h_p + J_pp.

The open-shell singlet has a plus sign in its spatial function, hence +K in place of −K, and lies 2K above the triplet. It does not mix with σ² or p², because it is odd under reflection in the molecular plane while they are even.

Subtract E_σσ from E_T:

E_T − E_σσ = (h_p − h_σ) − (J_σσ − J_σp) − K.

This suggests the definitions

Δ = h_p − h_σ, the orbital gap
W = J_σσ − J_σp, the pairing cost
P = Δ − W, the promotion energy without exchange,

so that E_T − E_σσ = P − K.

The gap Δ has a direct meaning in the triplet. An electron in σ has orbital energy h_σ + J_σp − K, and one in p has h_p + J_σp − K. The repulsion terms cancel in the difference, which is Δ.

The fourth quantity comes from mixing. The one-electron operator cannot connect σ² to p², because two electrons must move. The electron repulsion connects them with matrix element K. With

Q = E_pp − E_σσ = 2Δ + J_pp − J_σσ,

the lower root of the two-by-two problem is

E_S = E_σσ + Q/2 − √(Q²/4 + K²) = E_σσ − C,
C = √(Q²/4 + K²) − Q/2.

The gap is therefore

G = P − K + C.

Mixing favours the singlet, and so does promotion when P is positive. Exchange favours the triplet, and so does a negative P. When Q is much larger than K, expansion of the root gives C ≈ K²/Q. In the linear limit Δ = 0, W = 2K, Q = 0 and C = K, which returns G = −2K − K + K = −2K.

**3. The condition for a singlet**

Measure the two configurations from the triplet:

a = E_σσ − E_T = K − P
b = E_pp − E_T = Q + K − P.

The singlet lies lowest when the symmetric matrix with diagonal a, b and off-diagonal K has a negative eigenvalue. That happens when a < 0, or b < 0, or ab < K². The open-shell singlet does not interfere, since it is above the triplet.

The simple rule P > K is the case a < 0. It is sufficient but not necessary: a molecule with P somewhat below K can still be a singlet through mixing.

**4. Both molecules at the same angle**

To separate the effect of the atom from that of the shape, hold the angle at 110° and give each molecule the bond length of its own triplet minimum, 2.043 bohr for CH2 and 2.800 bohr for SiH2. The basis is cc-pVDZ. The integrals are

CH2: Δ = 0.1070, J_σσ = 0.6160, J_σp = 0.5102, K = 0.0479, Q = 0.1545
SiH2: Δ = 0.1172, J_σσ = 0.4203, J_σp = 0.3400, K = 0.0451, Q = 0.1733.

For CH2:

W = 0.6160 − 0.5102 = 0.1058
P = 0.1070 − 0.1058 = 0.0012
C = √(0.0772² + 0.0479²) − 0.0772 = 0.0137
G = 0.0012 − 0.0479 + 0.0137 = −0.0330.

For SiH2:

W = 0.4203 − 0.3400 = 0.0803
P = 0.1172 − 0.0803 = 0.0369 (0.0370 before rounding)
C = √(0.0867² + 0.0451²) − 0.0867 = 0.0110
G = 0.0370 − 0.0451 + 0.0110 = 0.0029.

In CH2 the pairing cost cancels almost the whole orbital gap, and mixing alone is too weak to outweigh exchange. In SiH2 about a third of the gap survives. Even so, P is smaller than K here, and the singlet wins through mixing: a = 0.0081 and b = 0.1814 give ab = 0.0015, below K² = 0.0020. For CH2, ab = 0.0094 exceeds K² = 0.0023.

**5. Weighing the contributions**

Because G is a sum, the difference between the molecules divides without remainder. For SiH2 minus CH2 at 110°:

larger orbital gap Δ: +0.0102
smaller pairing cost W: +0.0255
smaller exchange K: +0.0029
smaller mixing C: −0.0026
total: +0.0360.

The promotion energy, the sum of the first two lines, supplies +0.0357. The last two contributions nearly cancel here. In the larger cc-pVTZ basis, at the same geometries, the four contributions are +0.0105, +0.0281, +0.0004 and about −0.002. With cc-pVQZ on the central atom and cc-pVTZ on hydrogen they are +0.0107, +0.0282, −0.0001 and −0.0015. The dominance of promotion is stable against the basis, but the small exchange term is not converged in cc-pVDZ, and at 110° it tends to about zero. At 130° even its sign depends on the basis: K is smaller in SiH2 than in CH2 by 0.0004 in cc-pVDZ, but larger by 0.0019 in cc-pVTZ.

*Exchange alone.* Give CH2 the K of SiH2, with P and Q fixed. The gap moves from −0.0330 to −0.0316. The response is small for two reasons: the two values of K are close, and K acts in opposite directions. Differentiation at fixed P and Q gives

dG/dK = −1 + K/√(Q²/4 + K²),

which is −1 + 0.0479/0.0909 = −0.47 for CH2. About half of what the triplet loses when K falls is also lost by the singlet, through weaker mixing.

*Promotion alone.* Give CH2 the P of SiH2, with K and Q fixed. The gap becomes +0.0027 and the ground state changes to a singlet. The opposite exchange, SiH2 with the P of CH2, gives −0.0328, a triplet.

*The two parts of promotion.* With K and Q still fixed, the change in Δ alone would bring CH2 to −0.0330 + 0.0102 = −0.0228, and the change in W alone to −0.0330 + 0.0255 = −0.0075. At this angle neither suffices by itself.

This division depends on the angle. At 90° the orbital gaps are almost equal, 0.1406 for CH2 and 0.1425 for SiH2, and nearly the whole difference in P comes from pairing. At 130° the two parts are about equal: +0.0175 from Δ and +0.0161 from W. The difference in P itself stays between 0.033 and 0.036 at all three bent angles; in cc-pVTZ it runs from 0.0358 to 0.0387.

The word "exchange" needs care here. The pairing cost is a difference of Coulomb integrals, yet in the linear limit it equals 2K. If every effect of reduced electron repulsion were called weaker exchange, that heading would carry much more of the result. With K as the exchange integral, its direct effect is minor.

**6. Where the differences come from**

*Pairing.* Silicon's valence orbitals are larger. At 110° the rms radius of p is 2.95 bohr in SiH2 and 1.98 bohr in CH2. If all orbitals are stretched by a common factor without change of shape, every repulsion integral falls by that factor, because 1/r₁₂ does. The radii give a factor 1.98/2.95 = 0.67. The actual ratios are 0.68 for J_σσ, 0.67 for J_σp and 0.76 for W. Size thus accounts for the direction and the rough magnitude of the fall in pairing cost. That W falls less than the radii suggest reflects a difference in shape as well as size.

*The orbital gap.* It is tempting to credit silicon with a larger separation between its atomic s and p levels. The free atoms show the reverse. In unrestricted Hartree-Fock calculations on the triplet atoms, with the s energy averaged over the two spins, the separation is 0.2701 for carbon and 0.2406 for silicon. The larger Δ of SiH2 at 110° must therefore arise in the molecule.

A one-centre picture indicates how. Write σ = √w s + √(1−w) z, where w is the s share, and let the field be spherical, so that s and z are not coupled. Then

h_σ = w ε_s + (1−w) ε_p
Δ = ε_p − h_σ = w(ε_p − ε_s).

The gap depends on the product of the atomic separation and the s share. At 110° the Löwdin s share of σ on the central atom is 21.1% in CH2 and 28.5% in SiH2. The products are 0.057 and 0.069: the larger share outweighs the smaller separation. Both are little more than half of the computed Δ. The picture uses free-atom levels and leaves out the hydrogen part of σ and the non-spherical field of the bonds; the separate effects of these simplifications were not tested. Löwdin shares also depend on the basis, and the order of the products depends on how the s share and the s energy are defined. With the share taken as the projection of σ on the free-atom s orbital, and the energies taken from the majority spin, cc-pVTZ gives 0.069 for CH2 and 0.068 for SiH2, which are practically equal. This account of Δ is therefore a plausible reading, not a derivation of its value.

*Exchange.* The same hybrid gives

K = w K_sp + (1−w) K_zp,

where K_sp and K_zp are the exchange integrals of s and z with p. The cross term vanishes because the product of s and p has the angular form of a p function, while that of z and p has the form of a d function. In both molecules K grows on bending, as it should if K_sp exceeds K_zp. The free triplet atoms have this order: with the majority-spin orbitals, K_sp and K_zp are 0.1192 and 0.0295 for carbon, 0.0821 and 0.0201 for silicon (the minority-spin s orbital gives K_sp = 0.1111 and 0.0748). With the s shares at 110° the formula gives 0.0484 for CH2, near the computed 0.0479, but 0.0378 for SiH2, well below the computed 0.0451. The larger s share in SiH2 thus offsets part of the reduction due to size. It does not explain the whole rise in the ratio of the two K values, from 0.72 in the linear molecules to 0.94 at 110° (0.99 at 110° in cc-pVTZ).

**7. The contribution of the angle**

With the bond length fixed, bending SiH2 from 180° through 130° and 110° to 90° changes G from −0.0391 through −0.0208 and +0.0029 to +0.0254. The model's ground state changes between 130° and 110°. For CH2 the same sequence is −0.0545, −0.0518, −0.0330 and −0.0112, a triplet at every angle sampled.

The singlet minima, optimized with restricted Hartree-Fock, lie at 102.8° for CH2 and 93.5° for SiH2. The narrower angle adds to silylene's singlet preference. At these minima the model gives

CH2: G = 0.0129 − 0.0502 + 0.0132 = −0.0241
SiH2: G = 0.0613 − 0.0480 + 0.0102 = +0.0235.

Silylene now satisfies the simple rule P > K. The difference of 0.0476 between the molecules contains 0.0484 from promotion, 0.0022 from exchange and −0.0030 from mixing.

**8. What the frozen orbitals leave out**

Two corrections lead from G to the adiabatic gap, in which each state is taken at its own Hartree-Fock minimum. First, the singlet has been described with triplet orbitals. Optimizing the orbitals of the two-configuration singlet lowers it by R. Secondly, the triplet can move from the singlet geometry to its own minimum, which lowers it by L. Hence

G_adiabatic = G + R − L.

The calculations give

CH2: −0.0241 + 0.0197 − 0.0150 = −0.0194 hartree = −0.53 eV
SiH2: +0.0235 + 0.0188 − 0.0136 = +0.0287 hartree = +0.78 eV.

Each correction is comparable with G itself, so the frozen-orbital model should not be used to predict a gap. Each is, however, similar for the two molecules. Of the final difference of 0.0481, the model's G supplies 0.0476. Agreement this close is partly accidental: in cc-pVTZ, at the same geometries, the final difference is 0.0476 and G gives 0.0490, with values of R that differ by 0.0034. The explanation of the contrast therefore survives corrections that would spoil a prediction of either value. It is tied, however, to the choice of triplet orbitals. If the same quantities are evaluated at 110° with the optimized orbitals of the two-configuration singlet, Δ is smaller in SiH2 than in CH2 by 0.042, P differs by only −0.006, and G is about +0.10 for both molecules; the contrast then appears in the orbital relaxation of the triplet, 0.111 for CH2 and 0.075 for SiH2. The triplet orbitals need the much smaller correction and are the better common set. Of the two parts of P, only the cheaper pairing in SiH2 keeps its sign with both sets. The crossing angles are less secure. With the singlet's orbitals optimized at the bond lengths of Section 7, the gap of SiH2 at 130° is only −0.0008, so its crossing moves close to that angle. CH2 becomes a singlet at 90°, with a gap of +0.0095. At 110° the two molecules still have different ground states, with gaps of −0.0142 for CH2 and +0.0227 for SiH2.

Correlation outside the two orbitals can be judged from frozen-core CCSD(T) at the same geometries and in the same basis. It gives −0.53 eV for CH2 and +0.81 eV for SiH2, close to the two-configuration values. A single closed-shell configuration does worse: Hartree-Fock gives −1.11 and +0.24 eV, too favourable to the triplet in both cases, as expected when the mixing of σ² with p² is missing. Adding the second configuration and reoptimizing the orbitals lowers the singlet by 0.0213 hartree in CH2 and 0.0200 in SiH2, more than the C found with triplet orbitals.

The CCSD(T) values are a small-basis reference, not exact results. They omit completion of the basis, core correlation, higher excitations, relativity and zero-point motion. The effect of the basis is visible in the two-configuration gaps, which become −0.47 and +0.83 eV in cc-pVTZ at the same geometries, upward shifts of about 0.06 and 0.05 eV. Experiment places triplet methylene very roughly 0.4 eV below its singlet, and singlet silylene very roughly 0.9 eV below its triplet. The calculations thus have the right signs and sizes, with deviations of about 0.1 eV. The main cc-pVDZ values are in the numerical output.

Described with the triplet's orbitals, the reversal therefore comes from a larger promotion energy in the bent hydride. At equal angle it comes from cheaper pairing in silicon's larger orbitals and, except near 90°, also from a wider gap between the σ and p levels of the triplet; the narrower equilibrium angle of silylene then strengthens it.

Numbers as computed

```
Basis: cc-pvdz ; energies in hartree unless labelled
C atom (UHF triplet): e_s -0.7044, e_p -0.4343, s-p separation 0.2701
Si atom (UHF triplet): e_s -0.5396, e_p -0.2990, s-p separation 0.2406
CH2 singlet minimum: bond 2.092 bohr, angle 102.8 deg
CH2 triplet minimum: bond 2.043 bohr, angle 129.1 deg
SiH2 singlet minimum: bond 2.878 bohr, angle 93.5 deg
SiH2 triplet minimum: bond 2.800 bohr, angle 117.9 deg
Model; s% = Lowdin s share of sigma on central atom, R = rms radius of p (bohr)
molecule angle   Delta       W       P       K       C       G    s%     R
CH2      90.0  0.1406  0.1106  0.0300  0.0542  0.0129 -0.0112  27.4  1.97
CH2     110.0  0.1070  0.1058  0.0012  0.0479  0.0137 -0.0330  21.1  1.98
CH2     130.0  0.0710  0.0969 -0.0259  0.0417  0.0158 -0.0518  14.7  1.98
CH2     180.0 -0.0000  0.0545 -0.0545  0.0272  0.0272 -0.0545   0.0  2.00
CH2     102.8  0.1188  0.1059  0.0129  0.0502  0.0132 -0.0241  23.6  1.97
SiH2     90.0  0.1425  0.0786  0.0640  0.0488  0.0102  0.0254  32.6  2.94
SiH2    110.0  0.1172  0.0803  0.0370  0.0451  0.0110  0.0029  28.5  2.95
SiH2    130.0  0.0885  0.0808  0.0076  0.0413  0.0129 -0.0208  24.5  2.96
SiH2    180.0 -0.0000  0.0391 -0.0391  0.0196  0.0196 -0.0391   0.0  2.99
SiH2     93.5  0.1378  0.0765  0.0613  0.0480  0.0102  0.0235  32.0  2.94
Last row of each molecule: its singlet minimum; other rows: triplet bond length
Integrals at 110 deg:
  CH2: J_ss 0.6160, J_sp 0.5102, J_pp 0.5564, Q 0.1545
  SiH2: J_ss 0.4203, J_sp 0.3400, J_pp 0.3591, Q 0.1733
SiH2 minus CH2 at 110 deg:
  Delta +0.0102, W -0.0255, P +0.0357, K -0.0029, C -0.0026, G +0.0360
Gap G at 110 deg after exchanging one parameter:
  CH2 with K of SiH2: -0.0316
  CH2 with P of SiH2: +0.0027
  SiH2 with K of CH2: +0.0014
  SiH2 with P of CH2: -0.0328
Adiabatic gaps E_triplet - E_singlet, no zero-point energy:
  CH2 Hartree-Fock: -0.0407 hartree = -1.11 eV
  CH2 two-configuration singlet: -0.0194 hartree = -0.53 eV
  CH2 CCSD(T): -0.0193 hartree = -0.53 eV
  CH2 at singlet minimum: orbital relaxation of singlet 0.0197, relaxed vertical gap -0.0044
  SiH2 Hartree-Fock: +0.0087 hartree = +0.24 eV
  SiH2 two-configuration singlet: +0.0287 hartree = +0.78 eV
  SiH2 CCSD(T): +0.0297 hartree = +0.81 eV
  SiH2 at singlet minimum: orbital relaxation of singlet 0.0188, relaxed vertical gap +0.0423
```
